# The diffusion time lag of dopant permeation through a clean oxide

**Q.** We anneal boron-doped polysilicon on a thin gate oxide and worry about boron reaching the silicon. I am told that an initially clean oxide has a "time lag". What is being timed?

**A.** First fix the model. The oxide occupies $0<x<L$, with polysilicon at $x<0$ and silicon at $x>L$. Let $C(x,t)$ be the dopant concentration in the oxide and $D$ its diffusivity, taken constant. Counting flux as positive toward the silicon,

$$J(x,t)=-D\,\frac{\partial C}{\partial x},\qquad \frac{\partial C}{\partial t}=D\,\frac{\partial^2 C}{\partial x^2}.$$

The oxide starts empty, $C(x,0)=0$. From $t=0$ the source holds the oxide side of the entry face at $C(0,t)=C_0$. The silicon is idealized as a perfect sink, $C(L,t)=0$. There is no trapping, electric field or oxide growth. The quantity of interest is the dose per area that has left the oxide,

$$Q(t)=\int_0^t J(L,t')\,dt'.$$

After a long time the flux is steady and $Q$ follows a straight line. The lag is the time at which that line, extended backward, crosses $Q=0$.

**Q.** Then you must solve the diffusion equation before you can say anything about the line.

**A.** An integral of the equation is enough. Multiply it by $x$, integrate over the oxide, and integrate by parts:

$$\frac{d}{dt}\int_0^L xC\,dx = D\Big[x\frac{\partial C}{\partial x}\Big]_0^L-D\int_0^L\frac{\partial C}{\partial x}\,dx
= -L\,J(L,t)-D\,[C(L,t)-C(0,t)].$$

The boundary values turn the last term into $+DC_0$. Now integrate from time zero, when the integral on the left vanishes because the oxide is clean:

$$L\,Q(t)=DC_0\,t-\int_0^L x\,C(x,t)\,dx .\tag{1}$$

This holds at every time. The weight $x$ removes the unknown flux at the entry face and keeps the flux at the exit.

At long times $C$ tends to the steady profile $C_s$, which obeys $C_s''=0$ and the same boundary values, so $C_s=C_0(1-x/L)$. Its weighted content is

$$\int_0^L xC_s\,dx=C_0\left(\frac{L^2}{2}-\frac{L^2}{3}\right)=\frac{C_0L^2}{6}.$$

Putting this into (1) and dividing by $L$ gives

$$Q(t)\to\frac{DC_0}{L}\,(t-\tau),\qquad \tau=\frac{L^2}{6D}.\tag{2}$$

The concentration $C_0$ sets the slope and cancels from the lag.

**Q.** You assumed that the profile becomes steady. How fast does it do so?

**A.** Let $u=C_s-C$. It obeys the diffusion equation, vanishes at both faces, and starts as $u(x,0)=C_s$. Each $\sin(n\pi x/L)$ satisfies the boundary conditions and decays as $e^{-n^2\pi^2\theta}$, where $\theta=Dt/L^2$. With $y=x/L$, the starting coefficients are

$$2C_0\int_0^1(1-y)\sin(n\pi y)\,dy
=2C_0\left\{\Big[-\frac{(1-y)\cos n\pi y}{n\pi}\Big]_0^1-\int_0^1\frac{\cos n\pi y}{n\pi}\,dy\right\}=\frac{2C_0}{n\pi},$$

since the last integral is zero. Therefore

$$u=C_0\sum_{n\ge1}\frac{2}{n\pi}\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2\theta}.$$

The exit flux is $J(L,t)=-DC_s'(L)+D\,\partial_xu(L,t)$. The derivative of each sine at $x=L$ is $(n\pi/L)(-1)^n$, so

$$J(L,t)=\frac{DC_0}{L}\Big[1+2\sum_{n\ge1}(-1)^ne^{-n^2\pi^2\theta}\Big].\tag{3}$$

For the dose, put $C=C_s-u$ into (1). Integration by parts gives $\int_0^Lx\sin(n\pi x/L)\,dx=-(-1)^nL^2/(n\pi)$, hence

$$Q=C_0L\Big[\theta-\frac16-\frac{2}{\pi^2}\sum_{n\ge1}\frac{(-1)^n}{n^2}e^{-n^2\pi^2\theta}\Big].\tag{4}$$

The slowest correction decays as $e^{-\pi^2Dt/L^2}$, which justifies (2).

**Q.** So nothing comes through before $\tau$, and afterward the flux is steady?

**A.** Neither is true. The function $u$ starts positive and is held at zero on both faces, so by the maximum principle it stays positive inside at all finite times. Then $C<C_s$, and (1) places $Q$ above its asymptote. At $t=\tau$ the asymptote is zero, but the dose is not.

Take round numbers for boron in a gate oxide near 1000 °C: $L=3$ nm, $D=10^{-16}$ cm²/s $=0.01$ nm²/s, and $C_0=3\times10^{20}$ cm⁻³. Then

$$\tau=\frac{(3\ \mathrm{nm})^2}{6\times0.01\ \mathrm{nm^2/s}}=150\ \mathrm{s},$$

$$\frac{DC_0}{L}=\frac{10^{-16}\times3\times10^{20}}{3\times10^{-7}}\ \mathrm{cm^{-2}s^{-1}}=10^{11}\ \mathrm{cm^{-2}s^{-1}}.$$

At $t=\tau$, $\theta=1/6$. Equation (3) gives 62% of the steady flux, and (4) gives an emerged dose of $3.5\times10^{12}$ cm⁻². Solving (3) numerically for the time, the flux reaches 95% of its steady value at 336 s and 99% at 483 s, or 2.2 and 3.2 lags. At 450 s, three lags, the dose is $3.01\times10^{13}$ cm⁻² against $3.00\times10^{13}$ on the asymptote.

**Q.** Suppose I measure what the polysilicon loses instead. Do I get the same intercept?

**A.** No. The dose that has entered is $Q$ plus the oxide's content, which tends to $\int_0^LC_s\,dx=C_0L/2$. Written as a time at the steady flux, this content is $(C_0L/2)/(DC_0/L)=L^2/(2D)$. Thus

$$Q_{\rm in}\to\frac{DC_0}{L}\left(t-\frac{L^2}{6D}+\frac{L^2}{2D}\right)=\frac{DC_0}{L}\left(t+\frac{L^2}{3D}\right).$$

The intercept is $-300$ s in the example. The source runs ahead of the steady rate because it must also fill the oxide, here with $4.5\times10^{13}$ cm⁻².

**Q.** And if the oxide was not clean?

**A.** With initial concentration $C_i(x)$, the time integration leading to (1) leaves $+\int_0^LxC_i\,dx$ on its right side. The lag becomes $\tau-\int_0^LxC_i\,dx/(DC_0)$. Earlier contamination shortens it and can make it negative, so the clean start is a real condition.

**Q.** My interface may be slow to pass the dopant on. Does your sink survive that?

**A.** Replace it by a first-order step, $J(L,t)=k\,C(L,t)$, with $k$ a velocity, and define $\kappa=kL/D$. In the moment calculation $C(L,t)$ is now $J(L,t)/k$, so

$$\Big(L+\frac Dk\Big)Q=DC_0t-\int_0^LxC\,dx,\qquad L+\frac Dk=L\,\frac{1+\kappa}{\kappa}.$$

In the steady state the diffusive and interface fluxes agree, $D[C_0-C_s(L)]/L=kC_s(L)$. This gives $C_s(L)=C_0/(1+\kappa)$ and the linear profile $C_s=C_0[1-\kappa x/((1+\kappa)L)]$. The steady flux is $(DC_0/L)\,\kappa/(1+\kappa)$, and the lag is

$$\tau_k=\frac{1}{DC_0}\int_0^LxC_s\,dx=\frac{L^2}{D}\left[\frac12-\frac{\kappa}{3(1+\kappa)}\right]=\frac{L^2}{6D}\,\frac{\kappa+3}{\kappa+1}.$$

A fast interface, $\kappa\to\infty$, restores $L^2/(6D)$. A slow one, $\kappa\to0$, gives $L^2/(2D)$, because the oxide must fill almost uniformly to $C_0$. In the example, $\kappa=10$, 1 and 0.1 give lags of 177, 300 and 423 s, with steady fluxes of 91%, 50% and 9% of the perfect-sink value. If $\kappa$ is unknown, reading $D$ from the lag as $L^2/(6\tau_k)$ can underestimate it by up to a factor approaching three.

**Q.** If the dopant is charged, a field in the oxide will drag it. Surely that ruins the lag.

**A.** A uniform field changes the flux much more than the lag. With drift velocity $v$, $J=-D\,\partial_xC+vC$. Let $P=vL/D$; by the Einstein relation this is the drop in the dopant's potential energy from entry to exit, divided by $k_BT$. The weight $x$ is replaced by $w=1-e^{-Px/L}$, which satisfies $Dw''+vw'=0$ and $w(0)=0$. Using $\partial_tC=-\partial_xJ$ and integrating by parts twice,

$$\frac{d}{dt}\int_0^L wC\,dx=-w(L)J(L,t)+\int_0^L w'J\,dx=-w(L)J(L,t)+\frac{DC_0P}{L}.$$

The last term is $Dw'(0)C_0$; the remaining integral contains $Dw''+vw'$ and vanishes. The steady flux is therefore $(DC_0/L)\,P/(1-e^{-P})$. The steady profile is $C_s=C_0(1-e^{-P(1-y)})/(1-e^{-P})$, and the lag is

$$\tau_P=\frac{L}{DC_0P}\int_0^LwC_s\,dx
=\frac{L^2}{DP}\,\frac{1+e^{-P}-2(1-e^{-P})/P}{1-e^{-P}}
=\frac{L^2}{DP}\left(\coth\frac P2-\frac2P\right).$$

For small $P$, $\coth(P/2)\approx2/P+P/6$, which recovers $L^2/(6D)$. The bracket is odd in $P$, so $\tau_P$ is even: reversing the field leaves the lag unchanged.

For a single charge, a trial drop of 0.2 V and $k_BT=0.1097$ eV at 1273 K, $|P|=1.82$. The lag falls from 150 to 142 s. The steady flux is multiplied by 2.17 if the field drives the dopant toward the silicon, and by 0.35 if it drives it back.

These figures require a dopant dilute enough not to disturb the field. By Gauss's law, a charge $e$ on each dopant changes the field across the oxide by $eC_0L/(2\varepsilon)$ in the zero-field steady profile. With a relative permittivity of 3.9, this is 0.02 MV/cm at $C_0=3\times10^{17}$ cm⁻³, small beside the applied 0.67 MV/cm. At the example's $3\times10^{20}$ cm⁻³ it would be 21 MV/cm, so the uniform-field result does not apply there. Mobile charge that balances the dopant would not in general restore it, because that charge also responds to the field and alters it. The zero-field example likewise presumes neutral boron.

**Q.** Silicon is not a perfect sink either. Boron has to diffuse away into it.

**A.** That objection removes the steady state itself. Let the silicon be semi-infinite and initially free of boron, with diffusivity $D_{\rm Si}$ and interface equilibrium $C_{\rm Si}=mC(L,t)$. Take Laplace transforms in time, marked by a hat, with $q=\sqrt{s/D}$. In the oxide $D\hat C''=s\hat C$, so

$$\hat C=A\cosh q(L-x)+B\sinh q(L-x),\qquad \hat J(L)=DqB=\sqrt{Ds}\,B.$$

In the silicon the decaying solution is $mA\,e^{-(x-L)\sqrt{s/D_{\rm Si}}}$, whose flux at $x=L$ is $mA\sqrt{D_{\rm Si}s}$. Equal fluxes require $A=rB$ with $r=\sqrt{D/D_{\rm Si}}/m$. The entry condition $\hat C(0)=C_0/s$ fixes $B$, and

$$\hat J(L)=\frac{C_0\sqrt{D/s}}{\sinh qL+r\cosh qL}.\tag{5}$$

At long times small $s$ matters. The denominator then tends to $r$, and since $s^{-1/2}$ is the transform of $1/\sqrt{\pi t}$,

$$J(L,t)\to\frac{C_0}{r}\sqrt{\frac{D}{\pi t}}.$$

For any $r>0$ the flux finally dies away as boron accumulates in the silicon. The perfect sink is the limit $r\to0$.

At early times $qL$ is large and the denominator of (5) is close to $(1+r)e^{qL}/2$. Inverting the resulting $e^{-qL}/\sqrt s$ gives

$$J(L,t)\approx\frac{2C_0}{1+r}\sqrt{\frac{D}{\pi t}}\;e^{-L^2/(4Dt)} .\tag{6}$$

The emerging flux is thus exponentially small at first, but not zero.

**Q.** Then does your 150 s mean anything for my wafer?

**A.** It can, as the intercept of an intermediate, nearly straight stretch. Take rough values $D_{\rm Si}=10^{-14}$ cm²/s and $m=0.3$, so $r=0.1/0.3=0.33$. I divided both layers into finite volumes and advanced them with a matrix exponential in steps of 15 s. The flux peaks near 495 s at 73% of the ideal steady value, and by 1500 s it has fallen to 65%.

The tangent to $Q$ at time $t$ has intercept $t-Q/J$. Its time derivative is $Q\dot J/J^2$, positive before the flux peak and negative after it. The tangent at the peak therefore has the latest intercept, here 143 s. Silicon uptake lowers the slope by 27% relative to the perfect sink, but this intercept by about 5%. A line fitted much later would mislead, because the intercept keeps falling and turns negative. At very long times the $t^{-1/2}$ law gives $Q\approx2tJ$ to leading order, so the ratio of the intercept to $-t$ slowly tends to one.

At $t=150$ s the flux is 46% of the ideal steady value, against 62% for a perfect sink. The ratio is the factor $1/(1+r)=0.75$ in (6).

**Q.** How far should I trust these numbers for a real gate stack?

**A.** The thickness and temperature are in the regime of boron penetration from p-type polysilicon, but the diffusivities, segregation and activation energy are rough values, not measurements on your oxide. The lag scales as $1/D$, so an error in $D$ passes straight into it. With an activation energy of 3.6 eV, an anneal 10 K colder has a lag of 195 s, 30% longer. At fixed $D$, an oxide 0.2 nm thicker gives $150\times(3.2/3)^2=171$ s.

Even if the boron is neutral, as assumed here, the perfect sink is a poor approximation for the dose. At 450 s silicon uptake reduces the emerged dose from $3.0$ to $2.3\times10^{13}$ cm⁻². The silicon surface then holds $1.4\times10^{19}$ cm⁻³, comparable with the intrinsic carrier density at this temperature, roughly $10^{19}$ cm⁻³, so $D_{\rm Si}$ should rise with doping. Tripling it everywhere as a trial gives $2.5\times10^{13}$ cm⁻² and a peak-tangent intercept of 144 s. A diffusivity that follows the local boron concentration can shift the intercept by more than this uniform change does.

Source depletion is smaller, provided boron redistributes quickly within the polysilicon, for example along grain boundaries. If the polysilicon is 150 nm thick and holds $mC_0=9\times10^{19}$ cm⁻³, it contains $1.35\times10^{15}$ cm⁻². By 450 s the perfect-sink model has drawn $7.5\times10^{13}$ cm⁻² from it, or 5.5%. This is an average over the layer. If boron moved in the polysilicon only as fast as the $10^{-14}$ cm²/s assumed for silicon, the region next to the oxide would be depleted first. The entry concentration would then start near $C_0/(1+r)=0.75\,C_0$, a loss as large as that from silicon uptake.

Other omissions remain unsized. Traps that fill up or release their boron would lengthen the lag, whereas permanent traps that never fill would lower the dose but could shorten the lag. At $C_0=3\times10^{20}$ cm⁻³, about a percent of the oxide's silicon density, a constant $D$ is itself doubtful.

**Q.** My anneal lasts ten seconds. May I call the oxide safe because that is far below the lag?

**A.** Not from the lag alone. Ten seconds lies in the early regime, where (2) would give a negative dose. Integrate the flux (6) over the anneal and compare the resulting dose with the one your device tolerates. The exponent $L^2/(4Dt)$ makes that estimate far more sensitive to $L$ and $D$ than the lag is: here it equals 22.5, and a 1% rise in $D$ raises the dose by about a quarter. The estimate also has a limit. Equation (6) is the far tail of a continuum solution, while $\sqrt{Dt}$ at 10 s is about 0.3 nm, the size of one atomic hop. A boron atom that crosses in so short a time does so by a rare run of hops, and such runs are more frequent than the Gaussian tail implies. With a perfect sink and the same $D$, a random walk with 0.3 nm hops delivers about $10^4$ times the continuum dose at 10 s, about 4 times at 30 s, and 4% more at 150 s. For the example's numbers (6) gives only about 60 cm⁻², so even the larger value is of order $10^6$ cm⁻². When $\sqrt{Dt}$ is near the hop length, read (6) as a low estimate.
